\section*{Source-Drain Attenuation from the Two-Band Complex Dispersion}

\section{The error in the parabolic estimate}

If the tunnelling attenuation under a gate is computed with the conduction-band mass alone, the transmission of a midgap electron through a short direct-gap channel can come out too small by an order of magnitude. Take a gap of $0.60$ eV, an edge mass of $0.05$ electron masses, a channel of 8 nm and an electron at midgap. The parabolic band gives an attenuation exponent of $10.0$; the two-band dispersion gives $7.1$. The exponentials differ by a factor of 19 and the full transmissions, in the abrupt barrier treated below, by a factor of 11. A leakage current averages over energy. Its error is smaller than the midgap value when thermally excited electrons near or above the barrier top contribute appreciably, and it can be larger when electrons deeper than midgap carry the current.

The parabolic mass describes the band near its edge. Deep in the gap the evanescent state also contains the valence band, and its decay constant must return to zero at the valence edge. A parabola keeps rising instead.

\section{Model and edge mass}

The motion is coherent, elastic and one-dimensional: one subband with zero transverse momentum. Both band edges lie at the same $k$, and the electrostatic potential shifts them equally. Energies are measured from the local conduction edge $E_c$, and the depth of the electron energy $E$ is
\begin{equation}
\varepsilon=E_c-E,\qquad \eta=E_g-\varepsilon ,
\end{equation}
so $\eta$ is the distance to the valence edge. Inside the gap both are positive. With a real interband coupling $P$, the symmetric model is
\begin{equation}
H(k)=\begin{pmatrix}0&Pk\\Pk&-E_g\end{pmatrix}.
\label{eq:H}
\end{equation}
Let $W=E-E_c$ be an eigenvalue. The condition $\det(H-W)=0$ reads
\begin{equation}
(-W)(-E_g-W)-P^2k^2=0
\;\Longrightarrow\; W(W+E_g)=P^2k^2 .
\label{eq:real}
\end{equation}
Near the conduction edge $|W|\ll E_g$, hence $W\simeq P^2k^2/E_g$. Equating this to $\hbar^2k^2/(2m)$ fixes the coupling:
\begin{equation}
P^2=AE_g,\qquad A=\frac{\hbar^2}{2m}.
\label{eq:P}
\end{equation}
Near the valence edge put $W=-E_g-h$. Then $h(E_g+h)=P^2k^2$, so the hole energy $h$ has the same edge mass.

\section{Decay constant near midgap}

In the gap $W=-\varepsilon$, and Eq.~(\ref{eq:real}) becomes $P^2k^2=-\varepsilon\eta$. The wave number is imaginary. With $k=i\kappa$ and $\kappa>0$, the wave decays as $e^{-\kappa x}$ and
\begin{equation}
\kappa^2=\frac{\varepsilon(E_g-\varepsilon)}{P^2}
=\frac{2m}{\hbar^2}\,\varepsilon\left(1-\frac{\varepsilon}{E_g}\right).
\label{eq:kappa}
\end{equation}
The second form uses Eq.~(\ref{eq:P}). Probability decays with $2\kappa$.

The factor in parentheses has a direct meaning. The first row of $(H-W)\psi=0$, with $\psi=(u,v)$, gives $\varepsilon u+iP\kappa v=0$. Therefore
\begin{equation}
\frac{|v|^2}{|u|^2}=\frac{\varepsilon^2}{P^2\kappa^2}
=\frac{\varepsilon}{\eta},\qquad
\frac{|u|^2}{|u|^2+|v|^2}=1-\frac{\varepsilon}{E_g}.
\end{equation}
The parabolic $\kappa^2$ is thus multiplied by the conduction-band fraction of the evanescent state. At midgap that fraction is one half.

Let $\delta=E-E_{\rm mid}$. Since $E_{\rm mid}=E_c-E_g/2$, the depth is $\varepsilon=E_g/2-\delta$ and $\eta=E_g/2+\delta$. Their product is $E_g^2/4-\delta^2$, so
\begin{align}
\kappa&=\kappa_0\sqrt{1-\frac{4\delta^2}{E_g^2}}
\simeq\kappa_0\left(1-\frac{2\delta^2}{E_g^2}\right),\\
\kappa_0&=\frac{E_g}{2P}=\frac{\sqrt{mE_g/2}}{\hbar}.
\label{eq:k0}
\end{align}
The expansion requires $|\delta|\ll E_g/2$. The decay constant is largest at midgap and has zero slope there.

\section{When the parabola overestimates}

A parabolic barrier with an assigned mass $m_p$ has $\kappa_p^2=2m_p\varepsilon/\hbar^2$. Division by Eq.~(\ref{eq:kappa}) gives
\begin{equation}
\frac{\kappa_p}{\kappa}
=\sqrt{\frac{m_p/m}{1-\varepsilon/E_g}},
\qquad
\kappa_p>\kappa\iff \frac{m_p}{m}>1-\frac{\varepsilon}{E_g}.
\label{eq:criterion}
\end{equation}
Three cases follow.

\begin{itemize}
\item With the edge mass, $m_p=m$, the parabola overestimates $\kappa$ at every depth $0<\varepsilon<E_g$. The relative error starts as $\varepsilon/(2E_g)$ near the conduction edge and reaches $\sqrt2-1$, or 41\%, at midgap. The ratio diverges at the valence edge because the true $\kappa$ vanishes there.
\item With $m_p=m/2$, the two laws agree at midgap. The parabola is then too small in the upper half of the gap and too large in the lower half.
\item For another mass between $0$ and $m$, the crossing lies at $\varepsilon=E_g(1-m_p/m)$.
\end{itemize}

A fitted mass repairs the value at one energy but not the slope. From $\kappa_p\propto\sqrt\varepsilon$,
\begin{equation}
\frac{d\kappa_p}{d\varepsilon}=\frac{\kappa_p}{2\varepsilon}
=\frac{\kappa_p}{E_g}\quad\text{at midgap},
\end{equation}
whereas the two-band slope is zero. The parabola therefore also exaggerates the response of the midgap attenuation to a small shift of the barrier.

For the stated parameters, $A=0.762$ eV\,nm$^2$ and $P=\sqrt{0.762\times0.60}=0.676$ eV\,nm. Equation~(\ref{eq:k0}) gives $\kappa_0=0.30/0.676=0.444$ nm$^{-1}$. The edge-mass parabola gives $\sqrt{0.30/0.762}=0.627$ nm$^{-1}$. Across the gap the values are:

\begin{center}
\begin{tabular}{cccc}
$\varepsilon$ (eV)&$\kappa$ (nm$^{-1}$)&$\kappa_p$ (nm$^{-1}$)&$\kappa_p/\kappa$\\
0.05&0.245&0.256&1.04\\
0.15&0.384&0.444&1.15\\
0.30&0.444&0.627&1.41\\
0.45&0.384&0.768&2.00\\
0.55&0.245&0.850&3.46
\end{tabular}
\end{center}

A shift of $0.03$ eV from midgap lowers the two-band $\kappa$ by the fraction $2(0.03/0.60)^2=0.5\%$. In an 8 nm barrier this changes the exponent $2\kappa L$ by about $0.04$. The parabolic slope, $1.05$ nm$^{-1}$eV$^{-1}$, changes it by about $2\times8\times1.05\times0.03=0.50$. These figures concern the exponent only. The interface prefactor derived below depends on the depth at first order. For the abrupt 8 nm barrier at $E_i=0.10$ eV, Eq.~(\ref{eq:T}) gives changes of $\ln T$ of $-0.12$ and $+0.18$ when the barrier is raised or lowered by $0.03$ eV, against $-0.54$ and $+0.57$ for the parabola.

\section{Unequal masses}

Remote bands can make the two edge masses different. Their leading effect is included through
\begin{equation}
H(k)=\begin{pmatrix}ak^2&Pk\\Pk&-E_g-bk^2\end{pmatrix}.
\end{equation}
Second-order perturbation theory in $Pk$ raises the upper level and lowers the lower one by $P^2k^2/E_g$. The edge curvatures are therefore
\begin{equation}
A_c=a+\frac{P^2}{E_g}=\frac{\hbar^2}{2m_c},\qquad
A_v=b+\frac{P^2}{E_g}=\frac{\hbar^2}{2m_v}.
\label{eq:curv}
\end{equation}
Put $k^2=-q$ with $q=\kappa^2$. The diagonal elements of $H-W$ become $\varepsilon-aq$ and $-(\eta-bq)$, and the squared off-diagonal element becomes $-P^2q$. The determinant is
\begin{align}
D(q)&=-(\varepsilon-aq)(\eta-bq)+P^2q\nonumber\\
&=-\varepsilon\eta+(P^2+a\eta+b\varepsilon)q-abq^2 .
\label{eq:D}
\end{align}

\subsection{One remote-band term}

If $a=0$, Eq.~(\ref{eq:curv}) gives $P^2=A_cE_g$ and $b=A_v-A_c$. With $E_g=\varepsilon+\eta$, the coefficient of $q$ is
\begin{equation}
A_c(\varepsilon+\eta)+(A_v-A_c)\varepsilon=A_c\eta+A_v\varepsilon .
\end{equation}
If instead $b=0$, then $P^2=A_vE_g$ and $a=A_c-A_v$, and the coefficient is $A_v(\varepsilon+\eta)+(A_c-A_v)\eta$, the same expression. In both cases
\begin{equation}
\kappa^2=\frac{\varepsilon\eta}{A_c\eta+A_v\varepsilon},
\qquad
\frac1{\kappa^2}=\frac{A_c}{\varepsilon}+\frac{A_v}{\eta}.
\label{eq:harmonic}
\end{equation}
The first form suits numerical work because it stays finite at the band edges. For $m_c=m_v$ it returns Eq.~(\ref{eq:kappa}).

The edge-mass parabola has $\kappa_p^2=\varepsilon/A_c$. Hence
\begin{equation}
\frac{\kappa_p^2}{\kappa^2}=1+\frac{m_c}{m_v}\frac{\varepsilon}{E_g-\varepsilon},
\qquad
\left.\frac{\kappa_p}{\kappa}\right|_{\rm mid}=\sqrt{1+\frac{m_c}{m_v}} .
\end{equation}
The overestimate persists for any finite positive $m_v$, but it is small at midgap when the valence band that couples to the conduction band is heavy. For $m_v/m_c=1$, 4 and 10 the midgap ratios are $1.41$, $1.12$ and $1.05$.

The maximum of $\kappa$ also leaves midgap. Since $d\eta/d\varepsilon=-1$, setting the derivative of $1/\kappa^2$ to zero gives
\begin{equation}
-\frac{A_c}{\varepsilon^2}+\frac{A_v}{\eta^2}=0
\;\Longrightarrow\;
\frac{\varepsilon}{\eta}=\sqrt{\frac{A_c}{A_v}}=\sqrt{\frac{m_v}{m_c}} .
\end{equation}
With $\varepsilon+\eta=E_g$ this means $\varepsilon=E_g\sqrt{A_c}/S$ and $\eta=E_g\sqrt{A_v}/S$, where $S=\sqrt{A_c}+\sqrt{A_v}$. Substitution gives $1/\kappa_{\max}^2=S(\sqrt{A_c}+\sqrt{A_v})/E_g$, or
\begin{equation}
\kappa_{\max}=\frac{\sqrt{E_g}}{\sqrt{A_c}+\sqrt{A_v}} .
\end{equation}
At $m_v/m_c=4$ the maximum is $0.592$ nm$^{-1}$ at a depth of $0.40$ eV, closer to the heavy valence band. The zero slope of $\kappa$ found at midgap for equal masses is then found at this depth.

\subsection{Both remote-band terms}

The sign of the error can be settled without solving the quadratic. Insert the parabolic value $q_p=\varepsilon/A_c$ in Eq.~(\ref{eq:D}). Because $A_c-a=P^2/E_g$,
\begin{equation}
\varepsilon-aq_p=\frac{\varepsilon(A_c-a)}{A_c}
=\frac{\varepsilon P^2}{E_gA_c}.
\end{equation}
It follows that
\begin{align}
D(q_p)&=\frac{\varepsilon P^2}{E_gA_c}
\left[E_g-\eta+\frac{b\varepsilon}{A_c}\right]\nonumber\\
&=\frac{\varepsilon^2P^2(A_c+b)}{E_gA_c^2}.
\label{eq:sign}
\end{align}
For $a,b\ge0$ and $P\ne0$ this is positive, while $D(0)=-\varepsilon\eta$ is negative. A root lies between $0$ and $q_p$. If $ab>0$, $D$ is negative again at large $q$, so the second root lies above $q_p$. The slowest decaying state thus has $\kappa<\kappa_p$ at every energy in the gap.

If $P=0$, the determinant factorizes and the conduction branch is $q=\varepsilon/a=q_p$, with no error. With weak coupling and both remote terms present, the slowest state deep in the gap can be mostly valence-like, and a short channel can still decay at nearly the parabolic rate. Diagonalization at sampled non-negative $a$ and $b$ confirmed $\kappa<\kappa_p$ for the slowest state.

\section{Transmission of an abrupt barrier}

The exponent does not fix the whole transmission. Consider a uniform channel of length $L$ between identical leads, with the electron an energy $E_i$ above the lead conduction edge. Replacing $k$ by $-i\,d/dx$ in Eq.~(\ref{eq:H}) gives first-order equations, so both $u$ and $v$ are continuous at a finite potential step.

In a lead, a right-moving wave obeys $Pkv=E_iu$ and $Pku=(E_i+E_g)v$. Dividing the two equations gives
\begin{equation}
\frac vu=r=\sqrt{\frac{E_i}{E_i+E_g}};
\end{equation}
the left-moving wave has $v/u=-r$. In the barrier set $v=iy$ and $g=\sqrt{\varepsilon/\eta}$. Since $\eta/P=\kappa/g$ and $\varepsilon/P=\kappa g$, the equations become
\begin{equation}
u'=-\frac{\kappa}{g}\,y,\qquad y'=-\kappa g\,u .
\label{eq:uy}
\end{equation}
Take a transmitted wave of unit amplitude: $u(L)=1$, $v(L)=r$, hence $y(L)=-ir$. Integrating back to $x=0$, with $C=\cosh\kappa L$ and $s=\sinh\kappa L$,
\begin{align}
u(0)&=C-\frac{ir}{g}s,\\
v(0)&=i\,(-irC+gs)=rC+igs .
\end{align}
The incident amplitude is the part of $(u,v)$ along $(1,r)$:
\begin{equation}
I=\frac12\left[u(0)+\frac{v(0)}r\right]
=C+\frac i2\left(\frac gr-\frac rg\right)s .
\end{equation}
The leads are identical, so $T=1/|I|^2$. Using $C^2=1+s^2$,
\begin{equation}
T=\left[1+\frac14\left(\frac rg+\frac gr\right)^2\sinh^2\kappa L\right]^{-1}.
\label{eq:T}
\end{equation}

For $\kappa L\gg1$, $\sinh^2\kappa L\simeq e^{2\kappa L}/4$ and
\begin{equation}
T\simeq\frac{16}{(r/g+g/r)^2}\,e^{-2\kappa L},
\label{eq:long}
\end{equation}
for any ratio $r/g$, because $(r/g+g/r)^2\ge4$. The opposite limit occurs near the valence edge. There $\kappa L\to0$ and $g\to\infty$, but $g\kappa=\varepsilon/P$ stays finite, so
\begin{equation}
T\to\left[1+\left(\frac{E_gL}{2rP}\right)^2\right]^{-1}.
\end{equation}
The dependence on length is algebraic there, and $e^{-2\kappa L}$ alone is a poor estimate.

For the parabolic band, $\psi$ and $\psi'$ are continuous at constant mass. Starting from $\psi(L)=1$, $\psi'(L)=ik$ gives $\psi(0)=C-(ik/\kappa_p)s$ and $\psi'(0)=ikC-\kappa_ps$, now with $\kappa_p$ in $C$ and $s$. The incident amplitude $[\psi(0)+\psi'(0)/(ik)]/2$ has the same form as $I$, with $r/g$ replaced by $k/\kappa_p=\sqrt{E_i/\varepsilon}$.

Take $E_i=0.10$ eV, $L=8$ nm and $\varepsilon=0.30$ eV. The two-band numbers are $r=\sqrt{0.10/0.70}=0.378$ and $g=1$. The prefactor in Eq.~(\ref{eq:long}) is $16/(0.378+2.646)^2=1.75$, and
\begin{equation}
T=1.75\times8.26\times10^{-4}=1.45\times10^{-3}.
\end{equation}
For the parabola, $k/\kappa_p=0.577$, the prefactor is $16/(0.577+1.732)^2=3.00$, and
\begin{equation}
T_p=3.00\times4.37\times10^{-5}=1.31\times10^{-4}.
\end{equation}
The exponentials differ by $18.9$, but the transmissions differ by $18.9\times1.75/3.00=11.0$. At this incident energy, interface matching offsets part of the error in the exponent; at midgap depth it would add to the error for $E_i>E_g$. A decay constant should therefore be extracted from the slope of $\ln T$ with length at $\kappa L\gg1$, not from one value of $T$. Between 20 and 21 nm that slope is $-0.887$ nm$^{-1}$, equal to $-2\kappa_0$ at the digits shown.

\section{Smooth source-drain barriers}

When $\varepsilon$ depends on position, Eq.~(\ref{eq:uy}) still holds with local $\kappa$ and $g$. Separate the decaying and growing parts by
\begin{equation}
u=g^{-1/2}(\alpha+\beta),\qquad y=g^{1/2}(\alpha-\beta).
\end{equation}
Differentiation, including the factors $g^{\mp1/2}$, gives
\begin{align}
\alpha'+\beta'-\frac{g'}{2g}(\alpha+\beta)&=-\kappa(\alpha-\beta),\\
\alpha'-\beta'+\frac{g'}{2g}(\alpha-\beta)&=-\kappa(\alpha+\beta).
\end{align}
Half the sum and half the difference are
\begin{equation}
\alpha'=-\kappa\alpha+\frac{g'}{2g}\beta,\qquad
\beta'=\kappa\beta+\frac{g'}{2g}\alpha .
\end{equation}
If $|g'/(2g)|\ll2\kappa$, the mixing is weak and $\alpha$ falls as $\exp(-\int\kappa\,dx)$. The leading exponent is then
\begin{equation}
-\ln T\simeq2\int_{x_1}^{x_2}\kappa(\varepsilon(x))\,dx ,
\label{eq:wkb}
\end{equation}
where $\varepsilon=0$ at $x_1$ and $x_2$. The weak-mixing condition fails close to these turning points, so this argument does not determine the prefactor. The numerical comparison below measures its effect.

The edge-mass parabola has the same turning points and a larger integrand, so it has a larger exponent. If the depth nowhere exceeds $E_g/2$, the relative excess is smaller than in a barrier held at midgap throughout, because the local ratio $\kappa_p/\kappa$ is then at most $\sqrt2$ and approaches one near the turning points.

As an example let
\begin{equation}
\varepsilon(x)=0.40\,\mathrm{eV}\,\operatorname{sech}^2(x/w)-0.10\,\mathrm{eV}.
\end{equation}
The top puts the electron at midgap. The turning points satisfy $\cosh(x/w)=2$, or $x=\pm1.32w$; for $w=4$ nm the forbidden region is $10.5$ nm long. Equation~(\ref{eq:wkb}) gives $7.39$ for the two-band model and $9.10$ for the edge-mass parabola, a ratio of $1.23$ rather than $1.41$. Direct integration of the wave equations gives $-\ln T=7.26$ and $8.83$. The true transmissions within the two models differ by a factor of $4.8$.

For the two-band barrier, $-\ln T$ lies below the exponent by $0.137$, $0.052$ and $0.023$ at $w=4$, 8 and 16 nm. The integrated $T$ is thus about 15\% above the WKB value at 4 nm and 2\% above it at 16 nm. Over these widths the prefactor approaches one.

The midgap-fitted mass $m/2$ errs in the other direction. Its exponent is $9.105/\sqrt2=6.44$, below $7.39$, because the whole barrier lies in the upper half of the gap. In WKB it overestimates the transmission by $e^{7.39-6.44}\simeq2.6$.

\section{Conditions for implementation}

The inputs are the gap, the conduction edge mass and the edge mass of the valence band that couples to the conduction band. In the usual Kane description of a zinc-blende semiconductor at zero transverse momentum, the uppermost such band is the light-hole band. The heavy-hole band does not couple there, and inserting its larger mass would make $\kappa$ too large. The split-off band does couple. Treating it as remote is a good approximation when the spin-orbit splitting is comparable to the gap or larger; otherwise it should be included in $H(k)$. These rules concern bulk bands. In a thin film the motion across the film is quantized, and heavy-hole subbands can couple to the conduction subband along the film, because their states contain the $p$ orbital directed along the channel. Several valence subbands may then contribute, and $\kappa$ should be taken from the complex subbands of the confined film. At each position compute $\varepsilon=E_c(x)-E$ and use Eq.~(\ref{eq:harmonic}) for $0<\varepsilon<E_g$. Equation~(\ref{eq:harmonic}) assumes that one remote-band term can be dropped; otherwise $P$ is a further input, Eq.~(\ref{eq:curv}) gives $a$ and $b$, and for $a,b\ge0$ the smaller positive root of Eq.~(\ref{eq:D}) is $\kappa^2$ of the slowest decaying state, which sets the exponent of a sufficiently long channel. Tabulated III-V parameters often give $a>0$ and $b<0$, as for GaAs and InP. Then $D$ has one positive root, which is $\kappa^2$ and lies below $q_p$ when $A_c+b>0$ by Eq.~(\ref{eq:sign}), and one negative root. The negative root is a real $k$ far outside the range of the expansion in $k$; it is an artefact and must be discarded.

If $\varepsilon$ exceeds $E_g$ anywhere, the electron energy lies below the local valence edge. Equation~(\ref{eq:real}) then gives a real $k$: the channel contains propagating valence states, and a single evanescent barrier no longer describes it. The wave equation must be solved through that region; setting $\kappa=0$ there would omit reflection and resonance.

An indirect gap needs a complex band calculation that connects the relevant valleys, since Eq.~(\ref{eq:H}) couples edges at the same $k$. Phonon-assisted tunnelling, image forces and finite transverse momentum are also outside the model. The numerical output below lists the decay constants, exponents and transmissions used here.

\section*{Numbers as computed}
\begin{verbatim}
gap Eg = 0.60 eV; edge mass = 0.050 m_e
hbar^2/(2m) = 0.7620 eV nm^2; coupling P = 0.6762 eV nm
depth eps (eV), kappa two-band (1/nm), parabolic (1/nm), ratio:
  0.05  0.2453  0.2562  1.0445
  0.15  0.3842  0.4437  1.1547
  0.30  0.4437  0.6275  1.4142
  0.45  0.3842  0.7685  2.0000
  0.55  0.2453  0.8496  3.4641
midgap kappa0 = 0.4437 1/nm; decay length 1/(2 kappa0) = 1.1269 nm
kappa 0.03 eV from midgap = 0.44146 1/nm; expansion 0.44146 1/nm
parabolic slope dkappa/deps at midgap = 1.0458 1/(nm eV)
abrupt barrier: L = 8.0 nm, incident energy = 0.10 eV
2 kappa L: two-band 7.0989, parabolic 10.0393 (no unit)
exp(-2 kappa L): two-band 8.2604e-04, parabolic 4.3650e-05
ratio of exponentials = 18.924
lead spinor ratio r = 0.3780; barrier g at midgap = 1.0000
full T: two-band 1.4459e-03, parabolic 1.3094e-04, ratio 11.042
-d ln T/dL, two-band, 20 to 21 nm = 0.88736 1/nm
mv/mc, midgap overestimate, eps of maximum (eV), kappa max (1/nm):
  1  1.4142  0.3000  0.4437
  4  1.1180  0.4000  0.5916
  10  1.0488  0.4558  0.6742
smooth barrier: top = 0.40 eV above lead conduction edge
sech^2 width w (nm), -ln T integrated, 2*integral of kappa, difference:
  4  7.2550  7.3919  -0.1369
  8  14.7321  14.7839  -0.0518
  16  29.5447  29.5677  -0.0231
w = 4 nm, parabolic edge mass: -ln T = 8.8320, WKB exponent = 9.1047
w = 4 nm, parabolic half mass: WKB exponent = 6.4380
w = 4 nm, T two-band / T parabolic (integrated) = 4.840
\end{verbatim}
